# Threshold and mobility exponent of a thin-film transistor from integrated current

## 1. Scaling fixes the form

In many thin-film transistors the mobility changes with gate voltage, so the current at small drain voltage is not a straight line in the gate voltage $V$. Take as premise the empirical law

$$I(u)=G V_D\,u^{1+\gamma}\quad(u>0),\qquad I=0\quad(u\le 0),\qquad u=V-V_T .$$

Here $V_T$ is the threshold voltage, $u$ the overdrive, $V_D$ the fixed, small drain voltage and $G$ a constant. The exponent obeys $\gamma>-1$, so that the current rises from zero. Define the integrated current and its ratio to the current,

$$A(V)=\int_{V_0}^{V} I(V')\,dV',\qquad H(V)=\frac{A(V)}{I(V)},\qquad V_0\le V_T .$$

$H$ is a voltage: the width of a rectangle of height $I(V)$ with the same area as the region under the curve. The prefactor $GV_D$ cancels in it.

A power law contains no voltage scale of its own. Stretching the overdrive by a factor $\lambda$ gives $I(\lambda u)=\lambda^{1+\gamma}I(u)$. With the substitution $v'=\lambda v$,

$$A(\lambda u)=\int_0^{\lambda u}I(v')\,dv'=\lambda\int_0^u I(\lambda v)\,dv=\lambda^{2+\gamma}A(u).$$

Hence $H(\lambda u)=\lambda H(u)$, and $H$ must be proportional to $u$. Only a pure number depending on $\gamma$ remains to be found.

## 2. The number, and the extraction

Since $2+\gamma>1$, the integral converges at threshold:

$$A=GV_D\int_0^u v^{1+\gamma}dv=\frac{GV_D\,u^{2+\gamma}}{2+\gamma}.$$

Dividing by $I=GV_Du^{1+\gamma}$ gives

$$\boxed{H(V)=\frac{V-V_T}{2+\gamma}}$$

For $\gamma=0$ the region under the curve is a triangle and $H=u/2$. As $\gamma\to-1$ it approaches a rectangle and $H\to u$. A larger $\gamma$ concentrates the area near the upper end and makes $H$ smaller.

Fit a straight line $H=a+bV$. Comparison with the result gives $b=1/(2+\gamma)$ and $a=-bV_T$, so

$$\gamma=\frac1b-2,\qquad V_T=-\frac ab .$$

Both parameters follow from one line, with no prior guess of either. A small slope error $\delta b$ gives $\delta\gamma=-\delta b/b^2=-(2+\gamma)^2\delta b$.

## 3. What a straight line proves

Differentiate $HI=A$. Since $A'=I$,

$$H'I+HI'=I\quad\Longrightarrow\quad \frac{I'}{I}=\frac{1-H'}{H}.$$

Suppose $H=b(V-V_T)$ over some range. Then $I'/I=(1/b-1)/u$, which integrates to $I\propto u^{1/b-1}=u^{1+\gamma}$. A straight $H$ therefore implies the power law in that range, and visible curvature shows that the premise fails, provided the integration began at or below threshold.

The lower limit of integration also matters. Write $q=1+\gamma$. For a power-law current the identity above becomes $H'+(q/u)H=1$, whose general solution is

$$H=\frac{u}{q+1}+c\,u^{-q}.$$

Substitution confirms it: the first term contributes $1/(q+1)+q/(q+1)=1$, and the second contributes $-qcu^{-q-1}+qcu^{-q-1}=0$. The constant $c$ represents area missing from, or added to, the ideal integral. It carries a voltage scale, so the scaling argument of Section 1 requires $c=0$.

If integration starts at an overdrive $\delta>0$, the missing area gives $c=-\delta^{q+1}/(q+1)$, or

$$H=\frac{u}{2+\gamma}\left[1-\left(\frac{\delta}{u}\right)^{2+\gamma}\right].$$

For $\gamma=0.3$, $\delta=1$ V and $u=5$ V, the relative error is $-(0.2)^{2.3}=-2.47\,\%$. The sweep should start below threshold.

## 4. Where the linear-region law comes from

Let $\phi$ be the channel potential relative to the source, $W$ and $L$ the channel width and length, and $C$ the gate capacitance per area. In the gradual-channel approximation the mobile charge per area is $C(u-\phi)$. Let the mobility be $\mu=\mu_r[(u-\phi)/V_r]^\gamma$, where $\mu_r$ is its value at overdrive $V_r$. This form is assumed, not derived; in a disordered semiconductor part of the induced charge $C(u-\phi)$ is trapped, and $\mu$ is then an effective mobility for the whole of it. Drift gives $I\,dx=W\mu C(u-\phi)\,d\phi$. The current is the same at every $x$, so integration along the channel yields

$$I=G\int_0^{V_D}(u-\phi)_+^{1+\gamma}d\phi,\qquad G=\frac{W}{L}\frac{C\mu_r}{V_r^\gamma},$$

where the subscript $+$ sets negative arguments to zero. If $V_D\ll u$, the integrand is nearly constant and $I=GV_Du^{1+\gamma}$.

**Finite drain voltage.** For $u>V_D$ the two integrations give

$$I=G\frac{u^{2+\gamma}-(u-V_D)^{2+\gamma}}{2+\gamma},\qquad A=G\frac{u^{3+\gamma}-(u-V_D)^{3+\gamma}}{(2+\gamma)(3+\gamma)}.$$

Put $m=u-V_D/2$ and $d=V_D/2$, so that the two powers have arguments $m\pm d$. Even powers of $d$ cancel in the difference:

$$(m+d)^p-(m-d)^p=2pd\,m^{p-1}\left[1+\frac{(p-1)(p-2)}{6}\frac{d^2}{m^2}+\dots\right].$$

Use $p=3+\gamma$ in $A$ and $p=2+\gamma$ in $I$. The bracket of the ratio has the coefficient

$$\frac{(2+\gamma)(1+\gamma)-(1+\gamma)\gamma}{6}=\frac{1+\gamma}{3},$$

and with $d^2=V_D^2/4$,

$$H=\frac{m}{2+\gamma}\left[1+\frac{(1+\gamma)V_D^2}{12m^2}+\dots\right].$$

To leading order the slope is unchanged and the intercept is $V_T+V_D/2$, because the average channel potential is $V_D/2$. Even at the large value $V_D=2$ V, with $u=5$ V and $\gamma=0.3$, this expansion gives 1.7862 V, against 1.7860 V from direct integration.

**Saturation.** If $0<u<V_D$, the integral over $\phi$ stops at $\phi=u$. Then $I=Gu^{2+\gamma}/(2+\gamma)$, the exponent is one higher, and $H=u/(3+\gamma)$. Applying the linear-region formula to saturation data would return $\gamma+1$ in place of $\gamma$.

## 5. Subthreshold current

A real current does not vanish at threshold. A simple model replaces $u$ by the softened overdrive

$$w=s\ln(1+e^{u/s}),\qquad I=GV_Dw^q .$$

Far below threshold $w\simeq se^{u/s}$, so $I\propto e^{qu/s}$. One decade of current needs a voltage $S=s\ln10/q$, the subthreshold swing. There $H=s/q=S/\ln10$ is constant. For $S=0.30$ V per decade this is 0.130 V. The value holds for the exact integral begun several $S$ lower. A trapezoidal sum overestimates it unless the step is small against $S$: a 0.1 V step gives 0.137 V here, and 0.061 V instead of 0.043 V for $S=0.10$ V per decade. Without leakage, a plot of $H$ thus has a flat part below threshold and a rising line above it. Where a constant leakage current dominates, $A$ grows in proportion to $V-V_0$ while $I$ stays fixed, so $H=V-V_0$. The plot then rises in the off state and falls steeply as the channel current takes over, and the flat part may be hidden. With the 1 pA leakage and the gate sweep of Section 8, this model gives $H$ of about 4.6 V at $V=0$. The line should therefore be fitted only well above threshold.

To find the effect on the line, use $w$ as integration variable. From $e^{w/s}=1+e^{u/s}$ we get $e^{w/s}dw=e^{u/s}du$, hence

$$du=\frac{e^{w/s}}{e^{w/s}-1}dw=\left[1+\frac{1}{e^{w/s}-1}\right]dw .$$

Integrating from far below threshold,

$$\frac{A}{GV_D}=\frac{w^{q+1}}{q+1}+\int_0^w\frac{t^q\,dt}{e^{t/s}-1}.$$

For $w\gg s$ the last integral may be extended to infinity. Put $t=sx$ and expand $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$. Each term gives $\int_0^\infty x^qe^{-nx}dx=\Gamma(q+1)/n^{q+1}$, and the sum over $n$ is the zeta function. With $w\simeq u$,

$$H\simeq\frac{u}{q+1}+s\,\Gamma(q+1)\,\zeta(q+1)\left(\frac su\right)^q .$$

This is the $c\,u^{-q}$ term of Section 3 with positive $c$. It decreases with $u$, so it flattens the line slightly, raising the fitted $\gamma$ and lowering the fitted $V_T$. For $q=1.3$, $s=0.169$ V and $u=5$ V it amounts to 3.47 mV, both from the formula and from direct integration.

## 6. Contact resistance

Let $R$ be the total resistance in series with the channel, shared equally by source and drain. The channel receives $V_D-IR$, while its mean potential remains $V_D/2$. Leaving that already known shift aside,

$$I=Gu^q(V_D-IR)\quad\Longrightarrow\quad I=\frac{GV_Du^q}{1+y},\qquad y=RGu^q .$$

For $y\ll1$, $1/(1+y)\simeq1-y$, and

$$A\simeq GV_D\left[\frac{u^{q+1}}{q+1}-\frac{RGu^{2q+1}}{2q+1}\right]
=\frac{GV_Du^{q+1}}{q+1}\left[1-\frac{q+1}{2q+1}y\right].$$

Division by $I$ multiplies this by $(1+y)/(GV_Du^q)$. To first order in $y$,

$$H\simeq\frac{u}{q+1}\left[1+\frac{q}{2q+1}y\right].$$

The correction grows with $u$. It steepens the line and lowers the apparent $\gamma$. If $R$ is known, the first equation of this section can be solved for the current without contacts:

$$I_{\rm corr}=GV_Du^q=\frac{I}{1-IR/V_D}.$$

This correction must be applied before integrating. It holds separately at each gate voltage, so $R$ may vary with $V$ if its value at each point is known; a single value suffices only if $R$ is constant.

## 7. Comparison with differentiation

The familiar tangent construction extrapolates the current linearly to zero. Since $I'/I=(1+\gamma)/u$, the tangent at $V$ crosses zero at

$$V-\frac{I}{I'}=V_T+u-\frac{u}{1+\gamma}=V_T+\frac{\gamma u}{1+\gamma}.$$

Unless $\gamma=0$, this depends on where the tangent is drawn. With $\gamma=0.3$, $V_T=1.5$ V and $u=10$ V it gives 3.81 V. Similarly, the mobility computed from the transconductance,

$$\frac{L}{WCV_D}\frac{dI}{dV}=(1+\gamma)\,\mu,$$

differs from the mobility $\mu=IL/(WCV_Du)$ by the factor $1+\gamma$: 13.0 instead of 10.0 cm²/Vs in the example below.

Noise also favours integration at a single point. Let each current reading have an independent relative error $\epsilon$, and let the voltage step be $h\ll u$. The integral averages many readings, so the error of $H$ comes mainly from the one reading in its denominator and is close to $\epsilon$. A central difference has error $\sqrt2\,\epsilon I/(2h)$. Relative to $I'=qI/u$ this is

$$\frac{\epsilon u}{\sqrt2\,qh}.$$

For $\epsilon=0.10\,\%$, $u=10$ V, $h=0.1$ V and $q=1.3$ the estimate is 5.4 %. Exact propagation of the independent errors through the same sums gives 5.4 % for $I'/I$ and 0.100 % for $H$. A set of 4000 simulated noisy sweeps gave 5.5 % and 0.097 %, whose last digits reflect sampling scatter. These are errors of point values; the errors of fitted parameters depend also on the fitting range.

## 8. Worked example

The model transistor has $W=100$ µm, $L=20$ µm and a 100 nm insulator of relative permittivity 3.9, hence $C=34.53$ nF/cm². The mobility is 10 cm²/Vs at 10 V overdrive, with $\gamma=0.3$, $V_T=1.5$ V and $V_D=0.1$ V. The gate is swept from $-5$ to 20 V in steps of 0.1 V, and areas are summed by the trapezoidal rule.

**Two points by hand.** At $V=6.5$ V, where $u=5$ V, the mobility is $10(0.5)^{0.3}=8.12$ cm²/Vs, and

$$I=5\,(34.53\times10^{-9})(8.12)(5)(0.1)\ \text{A}=0.701\ \mu\text{A}.$$

The ideal sweep gives

$$H(6.5)=\frac{1.52449}{0.70120}\ \text{V}=2.1741\ \text{V},\qquad
H(16.5)=\frac{19.07523}{2.92484}\ \text{V}=6.5218\ \text{V}.$$

Therefore

$$b=\frac{6.5218-2.1741}{10}=0.43477,\quad \gamma=\frac1b-2=0.300,\quad
V_T=6.5-\frac{2.1741}{0.43477}=1.499\ \text{V}.$$

The first $H$ lies 0.2 mV above $5/2.3$ V. The current curve is convex for $\gamma>0$, so its chords lie above it and the trapezoidal area is slightly too large.

**One effect at a time.** Each line below is a fit of $H$ over the same range, 5 to 20 V. The swing is 0.30 V per decade, $R=1000$ Ω and the constant leakage is 1 pA.

| Current used | $\gamma$ | $V_T$ (V) |
|---|---:|---:|
| ideal law | 0.300 | 1.499 |
| finite $V_D$ | 0.300 | 1.549 |
| subthreshold current | 0.301 | 1.490 |
| contact resistance | 0.263 | 1.583 |
| leakage | 0.300 | 1.499 |
| all four | 0.265 | 1.621 |

Finite $V_D$ moves the threshold by the expected 0.05 V. Contact resistance has the largest effect. At 20 V, $y=0.0384$, so $H$ is raised by $1.3(0.0384)/3.6=1.4\,\%$. Its slope is raised by $q+1=2.3$ times as much, 3.2 %, because $uy\propto u^{q+1}$. Locally this reduces $2+\gamma$ from 2.30 to about 2.23; the fit averages over smaller values of $y$ and gives 2.263. Over the fitting range the rise of $H$, proportional to $u^{2.3}$, is about 0.002 V at $u=3.5$ V, 0.034 V at 11 V and 0.11 V at 18.5 V. The middle value lies only about 0.02 V below the chord joining the ends, which is half a per cent of $H$ there. So small a curvature is hard to see in a plot of $H$, although the residuals of the fit can reveal it if the noise is low. Apparent straightness to the eye does not exclude contact resistance.

**Corrections.** Starting from the current with all four effects, the resistance correction gives $\gamma=0.301$ and an apparent threshold of 1.539 V. Subtracting $V_D/2=0.05$ V leaves $V_T=1.489$ V. The remaining 11 mV deficit is close to that of the fit with subthreshold current alone. The mobility recovered at 10 V overdrive is 9.99 cm²/Vs.

## 9. Drift during the sweep

Charge trapping can move the threshold while the gate is swept. Consider a shift linear in gate voltage, $V_T(V)=V_{T0}+\kappa(V-V_s)$, with $V_s$ the start of the sweep and $0<\kappa<1$. Then

$$V-V_T(V)=(1-\kappa)(V-V^*),\qquad V^*=\frac{V_{T0}-\kappa V_s}{1-\kappa}.$$

The factor $(1-\kappa)^{1+\gamma}$ joins the prefactor and cancels in $H$. The exponent is unaffected, and the extracted threshold is the value $V^*$ at which gate voltage and moving threshold cross. For a drift from 1.500 to 1.750 V over the 25 V sweep, $\kappa=0.01$ and $V^*=1.55/0.99=1.566$ V. The fit gives 1.565 V and $\gamma=0.300$. A straight $H$ therefore cannot reveal this kind of drift. A repeated or reversed sweep can reveal it if the shift persists, but not if the threshold recovers fully between sweeps or follows the gate voltage reversibly. Drift that is not linear in $V$ generally alters the extracted exponent.

## 10. The model beside real devices

The parameters lie in the rough regime of amorphous indium gallium zinc oxide transistors, for which a mobility near 10 cm²/Vs is typical; the swing of 0.30 V per decade is larger than good devices reach. The curves are model data, not measurements. Of the effects in the table of Section 8, contact resistance changes the extracted parameters most: it moves $\gamma$ by $-0.037$ and $V_T$ by $+0.083$ V. These shifts belong to the chosen $RW=10$ Ω cm, toward the low end for such devices, and to the range 5 to 20 V; fits over 5 to 10 V and 15 to 20 V give $\gamma=0.283$ and 0.242. With $RW=100$ Ω cm, $y$ reaches 0.38, the first-order formula of Section 6 is no longer accurate, and the uncorrected fit over 5 to 20 V gives $\gamma=0.014$ and $V_T=2.12$ V. Real contact resistance may also vary with gate voltage, and a constant $R$ then corrects it incompletely. The largest gate field, 2.0 MV/cm, is well below the roughly 10 MV/cm at which good silicon dioxide breaks down. For a 3 eV barrier and a tunnelling mass of 0.4 electron masses, the field-emission factor is about $e^{-112}$, which is negligible; leakage through defects is a separate matter. The gate induces $4.0\times10^{12}$ electrons per cm² at 20 V. The dissipated 0.38 µW would warm a channel on thick glass by about 4 mK, so self-heating does not spoil the isothermal assumption. The ambient temperature may still change $V_T$, $\gamma$ and the mobility, and extracted values belong to the temperature of the sweep.

The numerical output below lists these values with further digits.

## Values computed for the example and the checks

```
Width, length: 100, 20 um
Insulator: 100 nm, relative permittivity 3.9
Capacitance: 34.53 nF/cm2
Input mobility at 10 V overdrive: 10.00 cm2/Vs
Input gamma: 0.300; VT: 1.500 V; VD: 0.100 V
Sweep: -5.0 to 20.0 V, step 0.1 V; fit from 5 V
Swing: 0.30 V/decade; softening s: 0.1694 V
Contact resistance: 1000 ohm; leakage: 1.0 pA
Ideal at V=6.5 V: I=0.70120 uA, area=1.52449 uA V, H=2.17410 V
Ideal at V=16.5 V: I=2.92484 uA, area=19.07523 uA V, H=6.52180 V
Two-point slope: 0.43477; gamma: 0.3001; VT: 1.4994 V
Fit, ideal law: gamma=0.3001, VT=1.4995 V
Fit, finite VD only: gamma=0.3001, VT=1.5491 V
Fit, subthreshold only: gamma=0.3013, VT=1.4896 V
Fit, contacts only: gamma=0.2632, VT=1.5825 V
Fit, leakage only: gamma=0.3001, VT=1.4994 V
Fit, all four effects: gamma=0.2647, VT=1.6214 V
After R correction: gamma=0.3014, apparent VT=1.5392 V
After VD/2 correction: VT=1.4892 V
Recovered mobility at 10 V overdrive: 9.986 cm2/Vs
Tangent at 10 V overdrive gives VT: 3.808 V
Transconductance mobility there: 13.00 cm2/Vs
VD=2 V, u=5 V: H=1.78598 V, expansion=1.78623 V
VD=2 V, u=1.5 V (saturated): H=0.45455 V
Start 1 V above VT, error of H at u=5 V: -2.47 %
Subthreshold excess of H at u=5 V: 3.473 mV, formula 3.473 mV
H at 1.5 V below threshold: 0.13029 V
R times channel conductance at 20 V: 0.0384
Noise input: 0.10 %; in H: 0.097 %; in I'/I: 5.51 % (u=10 V)
Drift: VT from 1.500 to 1.750 V, crossing 1.5657 V
Fit with drift: gamma=0.3001, VT=1.5650 V
Largest gate field (V/thickness): 2.00 MV/cm
Tunnelling exponent (3 eV barrier, 0.4 mass): 112.2
Sheet density at 20 V: 3.99e+12 cm^-2
Power at 20 V: 0.384 uW; heating on glass of 1 W/(m K): 3.81 mK
```
